# Energy curvature at fractional electron number in hybrid functionals: lithium: verification in Python

```python
# Curvature of E(N) between integers for the Li nucleus (Hartree atomic units).
# N = Ntop-1+f; one spin orbital h has occupation f; E(f) is minimized over orbitals.
# func = (a, cx, cc): a*HF exchange + cx*PBE exchange + cc*PBE correlation.
# Claims: HF energy at frozen orbitals is linear in f, relaxed HF is concave;
# E' = eps_h; kappa = E'' = M_hh - b A^-1 b (A orbital Hessian, positive definite);
# M_hh = (1-a)(J+X)+C; semilocal kappa > 0 except at small f;
# QA = eps(1)-eps(0) = int kappa, QB = chord-E(1/2) = int min(f,1-f)/2 kappa,
# QC = eps(1)-[E(1)-E(0)] = int f kappa; alpha* is the root of Q for PBEh(alpha).
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
Z = 3
zeta = 0.012 * 2.3 ** np.arange(17)
nb = len(zeta)
basis = {'Li': [[0, [float(z), 1.0]] for z in zeta]}
mol = gto.M(atom='Li 0 0 0', basis=basis, spin=1, verbose=0)
cation = gto.M(atom='Li 0 0 0', basis=basis, charge=1, spin=0, verbose=0)
S = mol.intor('int1e_ovlp')
sv, U = np.linalg.eigh(S)
X = (U / np.sqrt(sv)) @ U.T
hcore = X @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
eri = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), X, X, X, X, optimize=True)
eri = (eri + eri.transpose(1, 0, 2, 3)) / 2
eri = (eri + eri.transpose(0, 1, 3, 2)) / 2
eri = (eri + eri.transpose(2, 3, 0, 1)) / 2
JM = eri.reshape(nb * nb, -1)
KM = np.ascontiguousarray(eri.transpose(0, 2, 1, 3)).reshape(nb * nb, -1)
xg, wg = np.polynomial.legendre.leggauss(200)
u0, u1 = np.log(1e-5), np.log(35.0)
r = np.exp(u0 + (u1 - u0) * (xg + 1) / 2)
w = 4 * np.pi * r ** 3 * wg * (u1 - u0) / 2
chi = (2 * zeta / np.pi) ** 0.75 * np.exp(-np.outer(r * r, zeta))
assert abs(chi.T @ (w[:, None] * chi) - S).max() < 1e-8
ao, dao = chi @ X, (-2 * np.outer(r, zeta) * chi) @ X
HF = (1.0, 0.0, 0.0)
pbeh = lambda a: (a, 1.0 - a, 1.0)
FRAC = {1: (0, 0), 2: (1, 0), 3: (0, 1)}   # Ntop -> (spin, index) of h

def occupations(N, f):
    n = np.zeros((2, nb))
    for M in range(1, N):
        n[FRAC[M]] = 1.0
    n[FRAC[N]] = f
    return n

def density(C, n):
    rho = np.zeros((2, 4, len(r)))
    for s in range(2):
        k = n[s] != 0
        p, dp = ao @ C[s][:, k], dao @ C[s][:, k]
        rho[s, 0] = (p * p) @ n[s][k]
        rho[s, 3] = 2 * (p * dp) @ n[s][k]
    return rho

def xc(rho, cx, cc, deriv):
    # derivatives of the energy density in the variables (rho_a, rho_b, g_a, g_b)
    ng = len(r); ga, gb = rho[0, 3], rho[1, 3]
    e = np.zeros(ng); v = np.zeros((4, ng)); H = np.zeros((4, 4, ng))
    for c, code in ((cx, 'PBE,'), (cc, ',PBE')):
        if c == 0:
            continue
        exc, vx, fx = libxc.eval_xc(code, rho, spin=1, deriv=deriv)[:3]
        vr, vs = vx[0], vx[1]
        e += c * exc * (rho[0, 0] + rho[1, 0])
        v += c * np.array([vr[:, 0], vr[:, 1], 2 * vs[:, 0] * ga + vs[:, 1] * gb,
                           2 * vs[:, 2] * gb + vs[:, 1] * ga])
        if deriv > 1:
            Hy = np.zeros((5, 5, ng))
            for k, (i, j) in enumerate([(0, 0), (0, 1), (1, 1)]):
                Hy[i, j] = Hy[j, i] = fx[0][:, k]
            for k in range(6):
                Hy[k // 3, 2 + k % 3] = Hy[2 + k % 3, k // 3] = fx[1][:, k]
            for k, (i, j) in enumerate([(2, 2), (2, 3), (2, 4), (3, 3), (3, 4), (4, 4)]):
                Hy[i, j] = Hy[j, i] = fx[2][:, k]
            T = np.zeros((5, 4, ng))
            T[0, 0] = T[1, 1] = 1
            T[2, 2] = 2 * ga; T[3, 2] = gb; T[3, 3] = ga; T[4, 3] = 2 * gb
            Hu = np.einsum('iag,ijg,jbg->abg', T, Hy, T)
            Hu[2, 2] += 2 * vs[:, 0]; Hu[3, 3] += 2 * vs[:, 2]
            Hu[2, 3] += vs[:, 1]; Hu[3, 2] += vs[:, 1]
            H += c * Hu
    return e, v, H

def fock(C, n, func):
    a, cx, cc = func
    D = np.array([(C[s] * n[s]) @ C[s].T for s in range(2)])
    J = (JM @ (D[0] + D[1]).ravel()).reshape(nb, nb)
    E = np.sum((hcore + J / 2) * (D[0] + D[1]))
    F = np.array([hcore + J, hcore + J])
    for s in range(2):
        K = (KM @ D[s].ravel()).reshape(nb, nb)
        F[s] -= a * K; E -= a / 2 * np.sum(K * D[s])
    if cx != 0 or cc != 0:
        e, v, _ = xc(density(C, n), cx, cc, 1)
        E += w @ e
        for s in range(2):
            m = ao.T @ ((w * v[s] / 2)[:, None] * ao + (w * v[2 + s])[:, None] * dao)
            F[s] += m + m.T
    return E, F, D

energy = lambda C, n, func: fock(C, n, func)[0]
C0 = np.linalg.eigh(hcore)[1]
guess = {N: [C0, C0] for N in FRAC}
cache = {}

def solve(N, f, func):
    key = (N, round(f, 12), func)
    if key in cache:
        return cache[key]
    n = occupations(N, f); C = guess[N]; Fs, es = [], []
    tol = 1e-9 if func == HF else 1e-8
    for it in range(60):
        E, F, D = fock(C, n, func)
        err = np.array([F[s] @ D[s] - D[s] @ F[s] for s in range(2)]).ravel()
        if abs(err).max() < tol:
            break
        Fs = (Fs + [F])[-8:]; es = (es + [err])[-8:]
        Fx = F.copy()
        if len(es) > 1:
            c = np.linalg.lstsq(np.array([e - err for e in es[:-1]]).T, -err, rcond=1e-12)[0]
            for ci, Fi in zip(c, Fs[:-1]):
                Fx += ci * (Fi - F)
        C = [np.linalg.eigh(Fx[s])[1] for s in range(2)]
    assert abs(err).max() < 1e-6
    eig = [np.linalg.eigh(F[s]) for s in range(2)]
    st = dict(N=N, E=E, n=n, C=[e[1] for e in eig], eps=[e[0] for e in eig])
    st['eh'] = st['eps'][FRAC[N][0]][FRAC[N][1]]
    if f > 0:
        guess[N] = st['C']
    cache[key] = st
    return st

def curvature(st, func):
    # returns frozen term M_hh, relaxation term -b A^-1 b, lowest eigenvalue of A
    a, cx, cc = func; C, n, eps = st['C'], st['n'], st['eps']
    sh, h = FRAC[st['N']]
    pairs = [(sh, h, h)] + [(s, p, q) for s in range(2) for p in range(nb)
                            for q in range(p + 1, nb) if n[s][p] != n[s][q]]
    ph = [ao @ c for c in C]; dph = [dao @ c for c in C]
    B = []; P = np.zeros((len(pairs), 4, len(r))); diag = []
    for i, (s, p, q) in enumerate(pairs):
        m = 0.5 if p == q else 1.0
        o = np.outer(C[s][:, p], C[s][:, q])
        B.append(m * (o + o.T).ravel())
        P[i, s] = 2 * m * ph[s][:, p] * ph[s][:, q]
        P[i, 2 + s] = 2 * m * (ph[s][:, p] * dph[s][:, q] + dph[s][:, p] * ph[s][:, q])
        if p != q:
            diag.append(2 * (eps[s][q] - eps[s][p]) / (n[s][p] - n[s][q]))
    B = np.array(B); sp = np.array([t[0] for t in pairs])
    M = B @ JM @ B.T - a * (sp[:, None] == sp[None, :]) * (B @ KM @ B.T)
    if cx != 0 or cc != 0:
        H = xc(density(C, n), cx, cc, 2)[2]
        HP = np.einsum('abg,jbg->jag', H * w, P)
        M += P.reshape(len(pairs), -1) @ HP.reshape(len(pairs), -1).T
    A = M[1:, 1:] + np.diag(diag); b = M[1:, 0]
    return M[0, 0], -b @ np.linalg.solve(A, b), np.linalg.eigvalsh((A + A.T) / 2)[0]

kappa = lambda N, f, fn: sum(curvature(solve(N, f, fn), fn)[:2])
d1 = lambda g, x, h: (g(x - 2 * h) - 8 * g(x - h) + 8 * g(x + h) - g(x + 2 * h)) / (12 * h)
d2 = lambda g, x, h: (g(x - h) - 2 * g(x) + g(x + h)) / h ** 2
dev = lambda N, f, fn: solve(N, f, fn)['E'] - (1 - f) * solve(N, 0., fn)['E'] - f * solve(N, 1., fn)['E']
QA = lambda N, fn: solve(N, 1., fn)['eh'] - solve(N, 0., fn)['eh']
QB = lambda N, fn: -dev(N, .5, fn)
QC = lambda N, fn: solve(N, 1., fn)['eh'] - solve(N, 1., fn)['E'] + solve(N, 0., fn)['E']
def root(Q, N, fam=pbeh):
    g = lambda a: Q(N, fam(a))
    assert g(0.0) > 0
    return brentq(g, 0.0, 1.0, xtol=1e-6) if g(1.0) < 0 else brentq(g, 1.0, 1.3, xtol=1e-6)
def reference(m, code):
    mf = dft.UKS(m); mf.xc = code; mf.grids.atom_grid = (200, 14); mf.grids.prune = None
    mf.small_rho_cutoff = 0; mf.conv_tol = 1e-10; mf.kernel()
    return mf
def out(label, x, unit='Ha', fmt='.6f'):
    print(f'{label} = {x:{fmt}} {unit}')

print(f'basis: {nb} s, zeta = {zeta[0]} * {zeta[1]/zeta[0]:.1f}^k bohr^-2; radial points {len(r)}')
# one electron: HF linear, LSDA exchange at frozen orbital
one = solve(1, 1., HF)
assert abs(one['E'] + Z * Z / 2) < 1e-3
assert abs(solve(1, .4, HF)['E'] - .4 * one['E']) < 1e-9
J1 = curvature(one, (0., 0., 0.))[0]
rho1 = density(one['C'], one['n'])[0, 0]
def ex_lsda(f):
    rr = np.array([f * rho1, 0 * rho1])
    return w @ (libxc.eval_xc('LDA,', rr, spin=1, deriv=1)[0] * rr[0])
Jan = 5 * Z / 8; Exan = -81 / 256 * 6 ** (1 / 3) * np.pi ** (-2 / 3) * Z
fc_an = (-4 * Exan / (9 * Jan)) ** 1.5
fc_num = brentq(lambda f: d2(lambda t: t * t * J1 / 2 + ex_lsda(t), f, 1e-3), .03, .5)
assert abs(J1 - Jan) < 1e-3 and abs(ex_lsda(1.) - Exan) < 1e-3 and abs(fc_num - fc_an) < 2e-4
out('Li2+ E_HF', one['E']); out('Li2+ J (5Z/8)', Jan); out('Li2+ E_x LSDA', Exan)
print(f'Li2+ frozen f_c: formula {fc_an:.4f}, numerical {fc_num:.4f}')

# Hartree-Fock
ref = scf.UHF(mol); ref.conv_tol = 1e-11
assert abs(ref.kernel() - solve(3, 1., HF)['E']) < 1e-7
st = solve(3, .5, HF); Ca = st['C'][0]
line = lambda f: energy(st['C'], occupations(3, f), HF)
assert abs(d2(line, .5, .5)) < 1e-9
mo = np.einsum('pqrs,pi,qj,rk,sl->ijkl', eri, Ca[:, :3], Ca[:, :3], Ca[:, :3], Ca[:, :3], optimize=True)
def split(f):
    n = occupations(3, f / 2); n[1, 1] = f / 2
    return energy([Ca, Ca], n, HF)
def move(d):
    n = occupations(3, .3 + d); n[0, 2] = .3 - d
    return energy(st['C'], n, HF)
W = mo[1, 1, 2, 2] - mo[1, 2, 1, 2]
assert abs(d2(split, .5, .2) - mo[1, 1, 1, 1] / 2) < 1e-8
assert W > 0 and abs(d2(move, 0., .2) + 2 * W) < 1e-8
out('HF frozen, f split over both spins: curvature J_2s/2', mo[1, 1, 1, 1] / 2)
out('HF frozen, 2s->3s transfer: curvature -2(J-K)', -2 * W)
for N in (2, 3):
    fs = np.linspace(0, 1, 6)
    Es = np.array([solve(N, f, HF)['E'] for f in fs])
    assert np.all(np.diff(Es, 2) < 0)
    mid = solve(N, .5, HF)
    assert all(energy(mid['C'], occupations(N, f), HF) > e for f, e in zip(fs, Es))
    fro, rel, lo = curvature(mid, HF)
    fd = d1(lambda f: solve(N, f, HF)['eh'], .5, .05)
    assert abs(fro) < 1e-9 and lo > 0 and rel < 0 and abs(fd - rel) < 1e-6 + 1e-4 * abs(rel)
    print(f'HF N={N-1}->{N}: E(0) {Es[0]:.6f}, E(1) {Es[-1]:.6f} Ha')
    print(f'  eps(0) {solve(N,0.,HF)["eh"]:.6f}, eps(1) {solve(N,1.,HF)["eh"]:.6f} Ha')
    print(f'  kappa(1/2) formula {rel:.4e}, finite diff {fd:.4e} Ha')
    print(f'  QA {QA(N,HF):.4e}, QB {QB(N,HF):.4e}, QC {QC(N,HF):.4e} Ha')
x4, w4 = np.polynomial.legendre.leggauss(4)
t = np.concatenate([(x4 + 1) / 4, (x4 + 3) / 4]); wt = np.concatenate([w4, w4]) / 4
kt = np.array([kappa(2, f, HF) for f in t])
assert abs(wt @ kt - QA(2, HF)) < 1e-6
assert abs(wt @ (np.minimum(t, 1 - t) / 2 * kt) - QB(2, HF)) < 1e-6
assert abs(wt @ (t * kt) - QC(2, HF)) < 1e-6

# PBE and PBE0 on N = 2 -> 3
PBE, PBE0 = pbeh(0.0), pbeh(0.25)
assert abs(reference(mol, 'PBE0').e_tot - solve(3, 1., PBE0)['E']) < 5e-6
assert abs(d1(lambda f: solve(3, f, PBE0)['E'], .5, .02) - solve(3, .5, PBE0)['eh']) < 2e-6
st = solve(3, .5, PBE)
J = curvature(st, (0., 0., 0.))[0]
Xk = curvature(st, (0., 1., 0.))[0] - J
Ck = curvature(st, (0., 0., 1.))[0] - J
for a in (0.0, 0.25, 0.8):
    num = d2(lambda f: energy(st['C'], occupations(3, f), pbeh(a)), .5, .01)
    assert abs(num - ((1 - a) * (J + Xk) + Ck)) < 2e-5
fro, rel, lo = curvature(st, PBE)
fd = d1(lambda f: solve(3, f, PBE)['eh'], .5, .02)
assert lo > 0 and rel < 0 and J + Xk > 0 and fd > 0 and abs(fd - fro - rel) < 5e-5
print(f'PBE N=2.5: J {J:.5f}, X {Xk:.5f}, C {Ck:.5f}, frozen {fro:.5f} Ha')
print(f'  relaxation {rel:.5f}, kappa {fro+rel:.5f}, finite diff {fd:.5f} Ha')
fd_small = d1(lambda f: solve(3, f, PBE)['eh'], .02, .002)
assert fd_small < 0 and abs(kappa(3, .02, PBE) / fd_small - 1) < 2e-3
fl = (.02, .1, .3, .5, .7, .9)
print('f:             ' + ' '.join(f'{f:8.2f}' for f in fl))
print('PBE kappa/Ha:  ' + ' '.join(f'{kappa(3,f,PBE):8.4f}' for f in fl))
print('PBE E-chord/Ha:' + ' '.join(f'{dev(3,f,PBE):8.5f}' for f in fl))
out('PBE kappa changes sign at f', brentq(lambda f: kappa(3, f, PBE), .02, .5, xtol=1e-4), '', '.3f')
for a in (0.0, 0.25, 1.0):
    fn = pbeh(a)
    print(f'PBEh({a:.2f}): E(Li+) {solve(3,0.,fn)["E"]:.6f}, E(Li) {solve(3,1.,fn)["E"]:.6f} Ha')
    print(f'  eps(0) {solve(3,0.,fn)["eh"]:.6f}, eps(1) {solve(3,1.,fn)["eh"]:.6f} Ha')
    print(f'  QA {QA(3,fn):.6f}, QB {QB(3,fn):.6f}, QC {QC(3,fn):.6f} Ha')
alpha = {}
for name, Q in (('A', QA), ('B', QB), ('C', QC)):
    q0, q25, q1 = Q(3, PBE), Q(3, PBE0), Q(3, pbeh(1.0))
    assert q0 > q25 > q1
    alpha[name] = root(Q, 3); lin = q0 / (q0 - q1)
    assert abs(lin - alpha[name]) < 0.05
    print(f'N=2->3 alpha_{name} = {alpha[name]:.4f}, linear estimate {lin:.4f}')
ax = root(QC, 3, lambda a: HF if a == 1.0 else (a, 1.0 - a, 0.0))
assert ax < 1
out('N=2->3 alpha_C, exchange only', ax, '', '.4f')
kA = [kappa(3, f, pbeh(alpha['A'])) for f in fl]
dB = [dev(3, f, pbeh(alpha['B'])) for f in fl]
assert max(np.abs(kA)) > 1e-3
assert max(np.abs(dB)) < 0.2 * abs(dev(3, .5, PBE))
print('alpha_A kappa/Ha:  ' + ' '.join(f'{k:8.4f}' for k in kA))
print('alpha_B E-chord/Ha:' + ' '.join(f'{d:8.5f}' for d in dB))
aC = alpha['C']; code = f'{aC:.10f}*HF+{1-aC:.10f}*PBE,PBE'
neu, cat = reference(mol, code), reference(cation, code)
assert abs(-neu.mo_energy[0][1] - (cat.e_tot - neu.e_tot)) < 2e-5
for name, fn in (('HF', HF), ('PBE', PBE), ('PBE0', PBE0), ('alpha_C', pbeh(aC))):
    ip = solve(3, 0., fn)['E'] - solve(3, 1., fn)['E']; eh = -solve(3, 1., fn)['eh']
    print(f'{name}: IP {ip:.5f} Ha = {ip*EV:.3f} eV; -eps_HOMO {eh:.5f} Ha = {eh*EV:.3f} eV')
# core interval N = 1 -> 2
for a in (0.0, 1.0):
    print(f'N=1->2 PBEh({a:.2f}): QB {QB(2,pbeh(a)):.5f}, QC {QC(2,pbeh(a)):.5f} Ha')
print(f'N=1->2 alpha_B = {root(QB,2):.4f}, alpha_C = {root(QC,2):.4f}')
print('all good')
```

Printed output:

```
basis: 17 s, zeta = 0.012 * 2.3^k bohr^-2; radial points 200
Li2+ E_HF = -4.499991 Ha
Li2+ J (5Z/8) = 1.875000 Ha
Li2+ E_x LSDA = -0.804112 Ha
Li2+ frozen f_c: formula 0.0832, numerical 0.0832
HF frozen, f split over both spins: curvature J_2s/2 = 0.117004 Ha
HF frozen, 2s->3s transfer: curvature -2(J-K) = -0.199593 Ha
HF N=1->2: E(0) -4.499991, E(1) -7.236402 Ha
  eps(0) -2.689398, eps(1) -2.792360 Ha
  kappa(1/2) formula -1.0093e-01, finite diff -1.0093e-01 Ha
  QA -1.0296e-01, QB -1.2742e-02, QC -5.5949e-02 Ha
HF N=2->3: E(0) -7.236402, E(1) -7.432737 Ha
  eps(0) -0.196304, eps(1) -0.196366 Ha
  kappa(1/2) formula -6.2872e-05, finite diff -6.2871e-05 Ha
  QA -6.2873e-05, QB -7.8590e-06, QC -3.1499e-05 Ha
PBE N=2.5: J 0.25939, X -0.06683, C -0.00955, frozen 0.18301 Ha
  relaxation -0.00832, kappa 0.17469, finite diff 0.17469 Ha
f:                 0.02     0.10     0.30     0.50     0.70     0.90
PBE kappa/Ha:   -0.2434   0.1271   0.1578   0.1747   0.1807   0.1793
PBE E-chord/Ha:-0.00126 -0.00679 -0.01703 -0.02099 -0.01799 -0.00779
PBE kappa changes sign at f = 0.039 
PBEh(0.00): E(Li+) -7.256734, E(Li) -7.462147 Ha
  eps(0) -0.249590, eps(1) -0.118586 Ha
  QA 0.131004, QB 0.020987, QC 0.086827 Ha
PBEh(0.25): E(Li+) -7.262464, E(Li) -7.467200 Ha
  eps(0) -0.233121, eps(1) -0.140785 Ha
  QA 0.092336, QB 0.015171, QC 0.063952 Ha
PBEh(1.00): E(Li+) -7.281258, E(Li) -7.484353 Ha
  eps(0) -0.196802, eps(1) -0.206784 Ha
  QA -0.009981, QB -0.001191, QC -0.003688 Ha
N=2->3 alpha_A = 0.9207, linear estimate 0.9292
N=2->3 alpha_B = 0.9429, linear estimate 0.9463
N=2->3 alpha_C = 0.9587, linear estimate 0.9593
N=2->3 alpha_C, exchange only = 0.9996 
alpha_A kappa/Ha:   -0.0301  -0.0125  -0.0010   0.0055   0.0087   0.0105
alpha_B E-chord/Ha: 0.00006  0.00020  0.00020  0.00000 -0.00014 -0.00011
HF: IP 0.19633 Ha = 5.343 eV; -eps_HOMO 0.19637 Ha = 5.343 eV
PBE: IP 0.20541 Ha = 5.590 eV; -eps_HOMO 0.11859 Ha = 3.227 eV
PBE0: IP 0.20474 Ha = 5.571 eV; -eps_HOMO 0.14078 Ha = 3.831 eV
alpha_C: IP 0.20317 Ha = 5.529 eV; -eps_HOMO 0.20317 Ha = 5.529 eV
N=1->2 PBEh(0.00): QB 0.12834, QC 0.54946 Ha
N=1->2 PBEh(1.00): QB -0.01066, QC -0.04933 Ha
N=1->2 alpha_B = 0.9221, alpha_C = 0.9183
all good
```
